# Radical wall-loss time from added diffusion and surface resistances: a numerical check

```python
"""
Result under test: the wall-loss time of radicals in a vessel is approximately
    tau = Lambda^2/D + 2 V (2-beta)/(A vbar beta).
D: diffusion coefficient; Lambda: diffusion length for zero wall density;
V, A: vessel volume and wall area; vbar: mean thermal speed;
beta: loss probability per wall impact;
s = vbar beta/(2(2-beta)): wall loss speed (net wall flux = s * density).
The sum is compared with exact diffusion modes, with finite-volume matrices
and, for the wall condition, with a kinetic solution.
Dimension d = 1, 2, 3 means slab (half-width R), long cylinder, sphere.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import j0, j1, jn_zeros

ABSORBING_ROOT = {1: np.pi / 2, 2: jn_zeros(0, 1)[0], 3: np.pi}
SHAPE_NAME = {1: "slab", 2: "long cylinder", 3: "sphere"}


def mode_root(d, biot):
    """Lowest root x = k R of the diffusion mode; biot = s R / D."""
    conditions = {
        1: lambda x: x * np.sin(x) - biot * np.cos(x),
        2: lambda x: x * j1(x) - biot * j0(x),
        3: lambda x: np.sin(x) - x * np.cos(x) - biot * np.sin(x),
    }
    return brentq(conditions[d], 1e-7, ABSORBING_ROOT[d], xtol=1e-14)


def wall_speed(vbar, beta):
    return vbar * beta / (2 * (2 - beta))


# --- Wall flux from velocity-space quadrature (thermal speed unit, n = 1) ---
nodes, weights = np.polynomial.legendre.leggauss(100)
speed, speed_w = 6 * (nodes + 1), 6 * weights
cosine, cosine_w = (nodes + 1) / 2, weights / 2
maxwell = np.exp(-speed**2 / 2) / (2 * np.pi) ** 1.5
measure = 2 * np.pi * speed**2 * maxwell * speed_w
mean_speed = 2 * np.sum(measure * speed)
assert abs(mean_speed - np.sqrt(8 / np.pi)) < 1e-10
for amplitude in (0.05, 0.5, 1.5):
    odd_part = amplitude * np.outer(speed / (1 + speed**2), cosine)
    flux_measure = np.outer(measure * speed, cosine * cosine_w)
    incident = np.sum(flux_measure * (1 + odd_part))
    returning = np.sum(flux_measure * (1 - odd_part))
    loss_probability = 1 - returning / incident
    assert abs(incident - returning
               - wall_speed(mean_speed, loss_probability)) < 1e-10


# --- Kinetic half-space: one speed, isotropic scattering, diffuse return ---
def kinetic_extrapolation(beta, order=16):
    """Extrapolation length in mean free paths by discrete ordinates."""
    x, w = np.polynomial.legendre.leggauss(order)
    mu, w = (x + 1) / 2, w / 2
    directions = np.concatenate([mu, -mu])
    all_w = np.concatenate([w, w])
    size = 2 * order
    transport = (-np.eye(size) + 0.5 * np.outer(np.ones(size), all_w))
    transport = transport / directions[:, None]
    values, vectors = np.linalg.eig(transport)
    decaying = vectors[:, values.real < -0.5].real
    assert decaying.shape[1] == order - 1

    def wall_residual(psi):
        return psi[:order] - 2 * (1 - beta) * np.sum(w * mu * psi[order:])

    columns = [wall_residual(np.ones(size))]
    columns += [wall_residual(vector) for vector in decaying.T]
    solution = np.linalg.solve(np.array(columns).T,
                               -wall_residual(-directions))
    return solution[0]


kinetic_black = kinetic_extrapolation(1.0)
closure_black = 2 / 3   # 2 D (2-beta)/(beta vbar) with D = vbar*path/3
for beta in (1.0, 0.5, 0.1, 0.01):
    closure = (2 / 3) * (2 - beta) / beta
    kinetic = kinetic_extrapolation(beta)
    assert abs(kinetic - closure
               - (kinetic_black - closure_black)) < 1e-7 * kinetic
    assert 0 < kinetic / closure - 1 < 0.07


# --- Finite-volume test of operator addition, lifetimes and modes ---
def loss_matrix(d, wall_resistance, cells=300):
    """Discrete -div(D grad), R = D = 1; wall_resistance = 1/s."""
    edges = np.linspace(0, 1, cells + 1)
    step = 1 / cells
    volumes = np.diff(edges**d) / d
    links = edges[1:-1] ** (d - 1) / step
    diagonal = np.zeros(cells)
    diagonal[:-1] += links
    diagonal[1:] += links
    diagonal[-1] += 1 / (step / 2 + wall_resistance)
    matrix = np.diag(diagonal) - np.diag(links, 1) - np.diag(links, -1)
    return matrix, volumes


for d in (1, 2, 3):
    absorbing, vol = loss_matrix(d, 0.0)
    inverse_absorbing = np.linalg.inv(absorbing)
    _, vec = eigh(absorbing, np.diag(vol), subset_by_index=[0, 0])
    mode = vec[:, 0]
    overlap = np.sum(vol * mode) ** 2 / (vol.sum() * np.sum(vol * mode**2))
    assert abs(overlap - 2 * d / ABSORBING_ROOT[d] ** 2) < 1e-3
    for resistance in (0.1, 0.7, 5.0):
        matrix, vol = loss_matrix(d, resistance)
        inverse = np.linalg.inv(matrix)
        # every source-to-density element is lifted by the same 1/(s A)
        assert np.max(np.abs(inverse - inverse_absorbing - resistance)) < 1e-6
        mean_life = vol @ inverse @ vol / vol.sum()
        expected_life = 1 / (d * (d + 2)) + resistance / d
        assert abs(mean_life / expected_life - 1) < 2e-4
        rate = eigh(matrix, np.diag(vol), eigvals_only=True,
                    subset_by_index=[0, 0])[0]
        assert abs(rate / mode_root(d, 1 / resistance) ** 2 - 1) < 2e-4

# --- Bounds and largest error for the three symmetric shapes ---
worst_symmetric = {}
for d in (1, 2, 3):
    x_abs = ABSORBING_ROOT[d]
    errors = []
    biots = np.logspace(-2, 2, 401)
    for biot in biots:
        exact = 1 / mode_root(d, biot) ** 2
        surface = 1 / (d * biot)
        added = 1 / x_abs**2 + surface
        assert exact < added
        assert exact > 1 / (d * (d + 2)) + surface
        assert exact > 1 / x_abs**2 + 2 * d / x_abs**2 * surface
        errors.append(added / exact - 1)
    index = int(np.argmax(errors))
    assert 0 < index < len(biots) - 1
    assert errors[index] < 0.15
    worst_symmetric[d] = (errors[index], biots[index])


# --- Finite cylinder ---
def cylinder_parts(radius, height, diffusion, s):
    """Diffusion resistance and surface resistance, as times."""
    inverse_square = ((np.pi / height) ** 2
                      + (ABSORBING_ROOT[2] / radius) ** 2)
    volume_to_area = radius * height / (2 * (radius + height))
    return 1 / (diffusion * inverse_square), volume_to_area / s


def cylinder_exact(radius, height, diffusion, s):
    kz = mode_root(1, s * height / (2 * diffusion)) / (height / 2)
    kr = mode_root(2, s * radius / diffusion) / radius
    return 1 / (diffusion * (kz**2 + kr**2)), kr, kz


scan = []
for aspect in np.logspace(-1, 1, 21):          # height / radius
    ratio = aspect / (2 * (1 + aspect))        # (V/A) / radius
    for scaled_speed in np.logspace(-2, 2, 41):  # s (V/A) / D
        s_scan = scaled_speed / ratio
        added = sum(cylinder_parts(1.0, aspect, 1.0, s_scan))
        exact = cylinder_exact(1.0, aspect, 1.0, s_scan)[0]
        scan.append((added / exact - 1, aspect, scaled_speed))
lowest, highest = min(scan), max(scan)
assert lowest[0] < -0.01 and highest[0] > 0.01
assert max(-lowest[0], highest[0]) < 0.15

# --- Worked example: hydrogen atoms in a closed cylinder ---
temperature = 300.0
radius, height = 0.15, 0.10
pressure_times_D = 20.0        # chosen model parameter, Pa m^2/s
mass = const.m_p + const.m_e   # binding energy neglected
vbar = np.sqrt(8 * const.k * temperature / (np.pi * mass))
volume = np.pi * radius**2 * height
area = 2 * np.pi * radius * (radius + height)
Lambda = np.sqrt(cylinder_parts(radius, height, 1.0, 1.0)[0])

print(f"Temperature: {temperature:.0f} K")
print(f"Radius, height: {radius:.2f} m, {height:.2f} m")
print(f"H atom mass: {mass:.4e} kg")
print(f"Mean speed vbar: {vbar:.1f} m/s")
print(f"Volume V: {volume:.5e} m^3")
print(f"Wall area A: {area:.5f} m^2")
print(f"V/A: {volume / area:.5f} m")
print(f"Diffusion length Lambda: {Lambda:.5f} m")
print(f"Chosen p*D: {pressure_times_D:.1f} Pa m^2/s")

for pressure in (10.0, 100.0):
    D = pressure_times_D / pressure
    path = 3 * D / vbar
    tau_diff = Lambda**2 / D

    def surface_time(beta):
        return 2 * volume * (2 - beta) / (area * vbar * beta)

    beta_equal = 4 * volume / (area * vbar * tau_diff + 2 * volume)
    beta_numeric = brentq(lambda b: surface_time(b) - tau_diff, 1e-6, 1.0)
    assert abs(beta_equal / beta_numeric - 1) < 1e-8
    print(f"p = {pressure:.0f} Pa: D = {D:.2f} m^2/s")
    print(f"  mean free path 3D/vbar = {path:.3e} m")
    print(f"  mean free path / Lambda = {path / Lambda:.4f}")
    print(f"  beta for equal resistances = {beta_equal:.4f}")
    print("  beta | diffusion | surface | sum | exact mode (ms) | error")
    for beta in (1.0, 0.1, 0.01, 0.001):
        s = wall_speed(vbar, beta)
        tau_surface = surface_time(beta)
        tau_sum = tau_diff + tau_surface
        tau_exact, kr, kz = cylinder_exact(radius, height, D, s)
        # total wall loss of the mode must equal inventory / tau
        r, r_w = radius * (nodes + 1) / 2, radius * weights / 2
        z, z_w = height * nodes / 2, height * weights / 2
        radial = 2 * np.pi * np.sum(r_w * r * j0(kr * r))
        axial = np.sum(z_w * np.cos(kz * z))
        wall_loss = s * (2 * np.pi * radius * j0(kr * radius) * axial
                         + 2 * np.cos(kz * height / 2) * radial)
        assert abs(wall_loss * tau_exact / (radial * axial) - 1) < 1e-8
        error = tau_sum / tau_exact - 1
        assert abs(error) < 0.15
        print(f"  {beta:5.3f} | {1e3 * tau_diff:.4f} | "
              f"{1e3 * tau_surface:.4f} | {1e3 * tau_sum:.4f} | "
              f"{1e3 * tau_exact:.4f} | {100 * error:+.2f} %")

print("Largest error of the sum, symmetric shapes:")
for d in (1, 2, 3):
    err, biot = worst_symmetric[d]
    print(f"  {SHAPE_NAME[d]}: {100 * err:+.2f} % at sR/D = {biot:.2f}")
print("Finite cylinders, height/radius 0.1 to 10, s(V/A)/D 0.01 to 100:")
for label, item in (("lowest", lowest), ("highest", highest)):
    print(f"  {label} error {100 * item[0]:+.2f} % at height/radius = "
          f"{item[1]:.2f}, s(V/A)/D = {item[2]:.2f}")
print("Extrapolation length at beta = 1, in mean free paths:")
print(f"  diffusion closure {closure_black:.4f}, kinetic {kinetic_black:.4f}")
print(f"  kinetic excess {100 * (kinetic_black / closure_black - 1):.2f} %")
print("success")
```

It prints:

```
Temperature: 300 K
Radius, height: 0.15 m, 0.10 m
H atom mass: 1.6735e-27 kg
Mean speed vbar: 2510.5 m/s
Volume V: 7.06858e-03 m^3
Wall area A: 0.23562 m^2
V/A: 0.03000 m
Diffusion length Lambda: 0.02835 m
Chosen p*D: 20.0 Pa m^2/s
p = 10 Pa: D = 2.00 m^2/s
  mean free path 3D/vbar = 2.390e-03 m
  mean free path / Lambda = 0.0843
  beta for equal resistances = 0.1123
  beta | diffusion | surface | sum | exact mode (ms) | error
  1.000 | 0.4019 | 0.0239 | 0.4258 | 0.4242 | +0.38 %
  0.100 | 0.4019 | 0.4541 | 0.8560 | 0.8472 | +1.04 %
  0.010 | 0.4019 | 4.7561 | 5.1580 | 5.1359 | +0.43 %
  0.001 | 0.4019 | 47.7759 | 48.1778 | 48.1514 | +0.05 %
p = 100 Pa: D = 0.20 m^2/s
  mean free path 3D/vbar = 2.390e-04 m
  mean free path / Lambda = 0.0084
  beta for equal resistances = 0.0118
  beta | diffusion | surface | sum | exact mode (ms) | error
  1.000 | 4.0193 | 0.0239 | 4.0432 | 4.0414 | +0.04 %
  0.100 | 4.0193 | 0.4541 | 4.4734 | 4.4459 | +0.62 %
  0.010 | 4.0193 | 4.7561 | 8.7754 | 8.6853 | +1.04 %
  0.001 | 4.0193 | 47.7759 | 51.7952 | 51.5739 | +0.43 %
Largest error of the sum, symmetric shapes:
  slab: +5.06 % at sR/D = 2.57
  long cylinder: +8.64 % at sR/D = 3.09
  sphere: +11.40 % at sR/D = 3.55
Finite cylinders, height/radius 0.1 to 10, s(V/A)/D 0.01 to 100:
  lowest error -3.80 % at height/radius = 0.20, s(V/A)/D = 0.40
  highest error +7.36 % at height/radius = 2.00, s(V/A)/D = 1.00
Extrapolation length at beta = 1, in mean free paths:
  diffusion closure 0.6667, kinetic 0.7104
  kinetic excess 6.57 %
success
```
